\section*{Mirror Selection Rules for Delta1 States Along a Cubic In-Plane Axis}

\section{Result and conditions}

Let the current in an epitaxial tunnel junction run along $z$, the fourfold [001] axis of a stack with point group $C_{4v}$. Let $x,y$ be the in-plane cubic axes of the electrode. For transverse wavevector $(k_x,0)$, with $k_x\neq0$ inside the surface Brillouin zone, the point operations that leave the wavevector fixed are the identity and the mirror
\begin{equation}
M:(x,y,z)\mapsto(x,-y,z).
\end{equation}
States are then even or odd under $M$:
\begin{align}
\text{even:}&\quad s,\ p_z,\ d_{z^2},\ p_x,\ d_{xz},\ d_{x^2-y^2},\\
\text{odd:}&\quad p_y,\ d_{yz},\ d_{xy}.
\end{align}
The $\Delta_1$ orbitals $s,p_z,d_{z^2}$ may mix with $d_{xz}$ and $d_{x^2-y^2}$, and also with $p_x$. They cannot mix with $d_{xy}$, $d_{yz}$ or $p_y$. ``May'' means that symmetry permits a matrix element; its size is a property of the material.

Three conditions enter. Spin-orbit coupling is absent and the magnetization is collinear, so each spin has its own orbital Hamiltonian. The transverse wavevector is conserved. Every layer shares the mirror, and $M$ returns each atom to itself up to an in-plane lattice translation along $y$. Such a translation carries no Bloch phase because $k_y=0$. If $M$ instead exchanged two atoms that no lattice translation relates, even and odd combinations of their orbitals would have to be formed first.

\section{From four irreps to two parities}

An operation $g$ acts on a function by $(gf)(\mathbf r)=f(g^{-1}\mathbf r)$. A quarter turn $C_4$ about $z$ has $C_4^{-1}(x,y,z)=(y,-x,z)$, so
\begin{align}
x&\to y, & y&\to-x, & xz&\to yz, & yz&\to-xz,\\
xy&\to-xy, & x^2-y^2&\to-(x^2-y^2),
\end{align}
while $s$, $z$ and $3z^2-r^2$ are unchanged. Under $M$, a function changes sign if it contains an odd power of $y$. These signs fix the irreps at zero transverse wavevector:

\begin{center}
\begin{tabular}{llll}
irrep & orbitals & $C_4$ & parity under $M$\\
$\Delta_1$ & $s,p_z,d_{z^2}$ & $+1$ & even\\
$\Delta_2$ & $d_{x^2-y^2}$ & $-1$ & even\\
$\Delta_{2'}$ & $d_{xy}$ & $-1$ & odd\\
$\Delta_5$ & $(p_x,p_y),(d_{xz},d_{yz})$ & pair & one of each
\end{tabular}
\end{center}

The last column is the reduction of $C_{4v}$ to the mirror group. $\Delta_1$ and $\Delta_2$ become the same irrep, and one partner of each $\Delta_5$ pair joins them.

For a crystal with one atom per cell, write
\begin{equation}
H_{ij}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}h_{ij}(\mathbf R),
\end{equation}
where $h_{ij}(\mathbf R)$ couples orbital $i$ at the origin to orbital $j$ at $\mathbf R$. Let the real orthogonal matrix $D(g)$ describe the action of $g$ on the orbitals. Rotating both the bond and the orbitals changes nothing, so $h(g\mathbf R)=D(g)h(\mathbf R)D(g)^T$. Substituting $\mathbf R=g\mathbf R'$ and using $(g\mathbf k)\cdot(g\mathbf R')=\mathbf k\cdot\mathbf R'$ gives
\begin{equation}
H(g\mathbf k)=D(g)H(\mathbf k)D(g)^T. \label{cov}
\end{equation}

For $\mathbf k=(k_x,0,k_z)$ we have $M\mathbf k=\mathbf k$, and $D(M)$ is diagonal with entries $m_i=\pm1$. Equation (\ref{cov}) becomes
\begin{equation}
H_{ij}=m_im_jH_{ij}
\quad\Longrightarrow\quad
(1-m_im_j)H_{ij}=0. \label{rule}
\end{equation}
If $m_i=-m_j$, the bracket is 2 and the element vanishes. If $m_i=m_j$, the equation imposes no restriction. This is the stated rule. An overlap matrix of non-orthogonal orbitals obeys the same equation.

The argument does not need a wavevector along $z$. In a junction, $k_z$ is replaced by a layer index, and $M$ acts within every layer. The Hamiltonian at fixed $(k_x,0)$ splits into an even and an odd block, for propagating and evanescent states alike. An odd electrode state therefore cannot enter an even barrier state, whatever the interface spacing.

A barrier lattice turned by 45 degrees about $z$ keeps this mirror. The electrode's $x$ axis is then a diagonal of the barrier lattice, and the labels $d_{xy}$ and $d_{x^2-y^2}$ are exchanged if they refer to the barrier's own axes. An implementation should use one set of axes throughout.

\section{How the couplings grow}

The half turn $C_2:(x,y,z)\mapsto(-x,-y,z)$ reverses $k_x$ and leaves $k_z$ alone. It multiplies $d_{xz}$ by $-1$ and leaves $d_{x^2-y^2}$ and the $\Delta_1$ orbitals unchanged. With (\ref{cov}), for any $\Delta_1$ orbital labelled 1,
\begin{align}
H_{1,xz}(-k_x)&=-H_{1,xz}(k_x),\\
H_{1,x^2-y^2}(-k_x)&=H_{1,x^2-y^2}(k_x).
\end{align}
For hoppings of finite range these elements are smooth in $k_x$. The first therefore has no term below order $k_x$. The second vanishes at $k_x=0$, where the two orbitals have opposite sign under $C_4$, and has no term below order $k_x^2$. These leading terms can themselves vanish for a particular orbital or a special $k_z$.

A bcc lattice shows this explicitly. Let $(l,m,n)$ be the direction cosines of a bond and $V_1,V_2$ the $sd\sigma$ integrals of first and second neighbours. The $d$ function aligned with the bond is $[3(lx+my+nz)^2-1]/2$ on the unit sphere. Its cross term $3ln\,xz$ equals $(\sqrt3\,ln)(\sqrt3\,xz)$, where $\sqrt3\,xz$ has the same norm as the aligned function. The $s$--$d_{xz}$ hopping is therefore $\sqrt3\,ln\,V$. In the same way $d_{xy}$ has factor $\sqrt3\,lm$, and $d_{x^2-y^2}$ has $(\sqrt3/2)(l^2-m^2)$.

First neighbours lie at $(a/2)(\sigma_1,\sigma_2,\sigma_3)$ with $\sigma_i=\pm1$, so $ln=\sigma_1\sigma_3/3$. With $X=k_xa/2$, $Y=k_ya/2$, $Z=k_za/2$,
\begin{align}
H_{s,xz}&=\frac{V_1}{\sqrt3}\sum_{\sigma}\sigma_1\sigma_3
e^{i(\sigma_1X+\sigma_2Y+\sigma_3Z)}\nonumber\\
&=\frac{V_1}{\sqrt3}(2i\sin X)(2\cos Y)(2i\sin Z)\nonumber\\
&=-\frac{8V_1}{\sqrt3}\sin X\cos Y\sin Z. \label{sxz}
\end{align}
Second neighbours lie on the axes, where $ln=0$, and add nothing. Exchanging the roles of $y$ and $z$ gives
\begin{equation}
H_{s,xy}=-\frac{8V_1}{\sqrt3}\sin X\sin Y\cos Z,
\end{equation}
which vanishes at $k_y=0$ as required. For $d_{x^2-y^2}$ the first neighbours cancel because $l^2=m^2$. The second neighbours along $\pm x$ and $\pm y$ contribute with opposite signs:
\begin{equation}
H_{s,x^2-y^2}=\sqrt3V_2(\cos k_xa-\cos k_ya)
\simeq-\frac{\sqrt3}{2}V_2a^2(k_x^2-k_y^2).
\end{equation}

\subsection*{Amplitudes in the eigenstate}

Take a nondegenerate $\Delta_1$ state of energy $E_1$ at $k_x=0$ and set $W=H(k_x)-H(0)$ at fixed $k_z$. Let $n$ run over the even $\Delta_5$ states, and let 2 denote $d_{x^2-y^2}$. Projecting the Schr\"odinger equation on $n$ gives, to first order in $k_x$,
\begin{equation}
c_n=\frac{W_{n1}}{E_1-E_n}.
\end{equation}
Projecting on 2 gives $(E_1-E_2)c_2=W_{21}+\sum_nW_{2n}c_n$ to second order, hence
\begin{equation}
c_2=\frac{1}{E_1-E_2}\left[W_{21}+\sum_n\frac{W_{2n}W_{n1}}{E_1-E_n}\right]. \label{c2}
\end{equation}
Here $W_{21}$ is of order $k_x^2$, while $W_{2n}$ and $W_{n1}$ are of order $k_x$, so the direct path and the path through $\Delta_5$ have the same order. Energy shifts and admixtures of other $\Delta_1$ states change $c_2$ at order $k_x^4$. Unless their coefficients vanish, the leading weights are proportional to $k_x^2$ for $d_{xz}$ and $k_x^4$ for $d_{x^2-y^2}$. Near a degeneracy the denominators become small, and the Hamiltonian must be diagonalized instead.

\section{The diagonal and general directions}

For $k_x=k_y$ the surviving mirror exchanges $x$ and $y$. It leaves $xy$ unchanged and reverses $x^2-y^2$. Thus $\Delta_1$ may mix with $d_{xy}$ and with $(d_{xz}+d_{yz})/\sqrt2$, but not with $d_{x^2-y^2}$ or $(d_{xz}-d_{yz})/\sqrt2$.

For a general direction no mirror survives and no orbital is forbidden. Near the axis the approach to the rule is gradual: the $\Delta_1$--$d_{xy}$ coupling starts as $k_xk_y$, and the $\Delta_1$--$d_{yz}$ coupling is odd in $k_y$. The selection rule therefore holds on lines in the transverse plane, not over an area.

\section{Worked example}

\subsection*{Transverse wavevector set by the barrier}

The barrier has round values chosen to illustrate MgO: height $\phi=3.0$ eV, effective mass $m^*=0.4\,m_e$ and thickness $d=1.2$ nm. In a parabolic band, $\kappa=\sqrt{2m^*\phi}/\hbar=5.61\ \mathrm{nm}^{-1}$ at zero transverse wavevector $q$. If only the exponential factor of the transmission is kept, the weight is $e^{-2dp}$ with $p=\sqrt{\kappa^2+q^2}$. Since $q\,dq=p\,dp$,
\begin{equation}
\langle q^2\rangle=
\frac{\int_\kappa^\infty(p^2-\kappa^2)p\,e^{-2dp}dp}
{\int_\kappa^\infty p\,e^{-2dp}dp}.
\end{equation}
Put $p=\kappa+t$. The numerator polynomial is $2\kappa^2t+3\kappa t^2+t^3$, and $\int_0^\infty t^je^{-2dt}dt=j!/(2d)^{j+1}$. With $u=2d\kappa$ this gives
\begin{equation}
\langle q^2\rangle=\frac{\kappa}{d}\,
\frac{1+3/u+3/u^2}{1+1/u}.
\end{equation}
Here $u=13.5$, so $\langle q^2\rangle=4.68\times1.154=5.40\ \mathrm{nm}^{-2}$. One component has rms value $\sqrt{5.40/2}=1.64\ \mathrm{nm}^{-1}$, which is used as $k_x$, with $k_y=0$.

\subsection*{A majority $\Delta_1$ state}

The electrode is a bcc model with $a=0.29$ nm, $s,p,d$ orbitals and round parameters, listed in the numerical output. It is not fitted to a metal. All comparisons hold $k_z=6.50\ \mathrm{nm}^{-1}$ fixed. The middle majority $\Delta_1$ state starts at $E_1=-0.847$ eV with 95.2\% $d_{z^2}$, 4.3\% $s$ and 0.6\% $p_z$. At $k_x$ it contains 0.027\% $d_{x^2-y^2}$ and 0.028\% $p_x$. Its total odd weight, as a fraction, is below $10^{-20}$, which is numerical zero.

The $d_{x^2-y^2}$ level lies at $-1.881$ eV, so $E_1-E_2=1.034$ eV. The two terms of (\ref{c2}) have magnitudes 0.0119 and 0.0033 and add in phase to 0.0151. The squared sum is 0.023\%, about 14\% below the diagonalized weight of 0.027\%.

The $d_{xz}$ weight is allowed but tiny: it lies between $10^{-8}$ and $5\times10^{-7}$ as a fraction. This is not a symmetry zero. Equation (\ref{sxz}) with $V_1=-0.90$ eV gives
\begin{equation}
|H_{s,xz}|=\frac{8(0.90)}{\sqrt3}(0.236)(0.809)=0.79\ \mathrm{eV}.
\end{equation}
The $s$ amplitude is $\sqrt{0.0426}=0.206$, and the $d_{xz}$-like $\Delta_5$ state has $d_{xz}$ amplitude of at least $1/\sqrt2$. This path alone contributes at least $0.79\times0.206/\sqrt2\simeq0.115$ eV, yet the full coupling is 0.0025 eV. The remaining orbital paths must nearly cancel it for these parameters. Divided by the 1.96 eV separation of the two levels, even this small coupling would give a $d_{xz}$ weight of at least $8\times10^{-7}$. The $d_{xz}$ part of the $p_x$-like $\Delta_5$ state enters with opposite sign and is larger: the two first-order amplitudes are $+1.25\times10^{-3}$ and $-1.84\times10^{-3}$, which leaves a weight of $3.4\times10^{-7}$. The diagonalized weight is $2.0\times10^{-8}$, with an amplitude of the other sign, so first order does not describe this remainder.

The cancellation also limits the quadratic law. Doubling $k_x$ from 0.05 to $0.10\ \mathrm{nm}^{-1}$ multiplies the $d_{xz}$ weight by 3.97 and the $d_{x^2-y^2}$ weight by 16.00, close to the leading values 4 and 16. If the $d_{xz}$ amplitude is written as $\alpha k_x(1-k_x^2/k_0^2)$, the ratio 3.97 gives $k_0\simeq1.4\ \mathrm{nm}^{-1}$. The cubic correction is then as large as the linear term near the example's $k_x$, so the small-$k_x$ law must not be extrapolated to it.

\subsection*{Minority states and other directions}

Symmetry leakage is measured here by the $\Delta_1$ weight that a minority $d$ state acquires at $k_x$. It is 1.06\% for the $d_{xz}$-like state and 0.030\% for the $d_{x^2-y^2}$-like state. For the $d_{yz}$- and $d_{xy}$-like states it is numerically zero, below $10^{-20}$ as a fraction. The $d_{xz}$ value sums over all three $\Delta_1$ orbitals and so includes mixing with every minority $\Delta_1$ band. The near-cancellation above concerns one majority $\Delta_1$ state and does not limit this value.

These weights are not currents. Transmission also depends on interface matching, velocities and the decay of the competing barrier states.

At the same wavevector length along the diagonal, the majority state contains 0.055\% $d_{xy}$ and no $d_{x^2-y^2}$. At 10 degrees from the $x$ axis it contains 0.0064\% $d_{xy}$. The leading form $k_xk_y=\tfrac12k^2\sin2\theta$ predicts $0.055\%\times\sin^2 20^\circ=0.0064\%$, in agreement.

A test without an orbital basis used a bcc plane-wave crystal with $a=0.29$ nm and potential coefficients $-8\exp[-(0.06\,\mathrm{nm}\,G)^2/4]$ eV. For each of the 14 lowest states, the summed $\Delta_1$ and odd angular amplitudes 0.1 nm from an atom were multiplied. At the example's $(k_x,0,k_z)$ the largest product was $8.5\times10^{-14}$. This is rounding noise. With $k_y=0.4k_x$ it was 0.11, stable from 201 to 627 plane waves; the angular functions are not normalized, so only the contrast between the two numbers has meaning. The rule thus does not rest on the two-centre approximation.

\section{Spin-orbit coupling}

Add $(\xi/2)\mathbf L\cdot\boldsymbol\sigma$ on the $d$ orbitals. Angular momentum is an axial vector, so $M$ preserves $L_y$ and reverses $L_x$ and $L_z$. Conjugation by $\sigma_y$ does the same to the spin matrices. Hence $M\sigma_y$ commutes with $\mathbf L\cdot\boldsymbol\sigma$. It commutes with the exchange term as well if the magnetization is along $y$. An eigenstate with $M\sigma_y=+1$ then combines even orbitals of spin $+y$ with odd orbitals of spin $-y$. Odd orbitals enter a majority $\Delta_1$ state with reversed spin, not with the same spin. Magnetization along $x$ or $z$ removes this protection.

With $\xi=0.06$ eV, the odd weights of the followed majority state are:

\begin{center}
\begin{tabular}{lrr}
magnetization & same spin & reversed spin\\
$x$ & 0.13\% & 0.63\%\\
$y$ & 0 & 9.0\%\\
$z$ & 0.04\% & 16.5\%
\end{tabular}
\end{center}

The large entries reflect close levels. The followed state lies at $-0.873$ eV before spin-orbit coupling, and the minority $d_{yz}$-like state lies at $-0.995$ eV, 0.122 eV away. To find their coupling, apply $L_x=-i(y\partial_z-z\partial_y)$ to the normalized form $(2z^2-x^2-y^2)/\sqrt6$. The result is $-i\sqrt6\,yz=-i\sqrt3(\sqrt2\,yz)$, where $\sqrt2\,yz$ is the normalized $d_{yz}$ form. The coupling is therefore $\sqrt3\,\xi/2=0.052$ eV. For magnetization along $y$, a two-level estimate gives
\begin{equation}
\tan2\theta=\frac{2(0.052)}{0.122},\qquad \sin^2\theta\simeq0.12,
\end{equation}
compared with the computed 0.090. The estimate treats both states as pure orbitals. At this $k_x$ the minority state is only 72\% $d_{yz}$; the coupling between the actual states is 0.043 eV, and the same formula then gives 0.090. Of the reversed-spin weight, 5.3\% is $d_{yz}$ and 3.6\% is $d_{xy}$. For magnetization along $x$ or $z$, the term $L_y\sigma_y$ couples the followed state to the minority $d_{xz}$-like state, only 0.024 eV away. For pure orbitals this coupling is also $\sqrt3\,\xi/2$, which exceeds the separation, so the eigenstates are strong mixtures of both spins. The $x$ and $z$ rows describe the eigenstate with the largest overlap with the original state (0.61 and 0.47, with total reversed-spin weights of 38\% and 53\%) and should not be read as properties of a clean majority state. In this example spin-orbit mixing can exceed the mixing caused by $k_x$. With a separation of 1 eV the same two-level estimate, which runs somewhat high here, would give a weight near 0.3\%.

\section{Relation to a real MgO junction}

The barrier thickness and mass are in the usual range for crystalline MgO junctions, but a parabolic band with a 3 eV height is a rough description. Including a two-band factor with a 7.8 eV gap lowers $k_x$ from 1.64 to $1.48\ \mathrm{nm}^{-1}$. By the $k_x^4$ law this lowers the $d_{x^2-y^2}$ weight by about one third. Decay constants reported for MgO junctions are smaller still, near $3\ \mathrm{nm}^{-1}$; $\kappa=3.2\ \mathrm{nm}^{-1}$ gives $k_x=1.30\ \mathrm{nm}^{-1}$ and 39\% of the example's weight. A 0.5 V linear tilt, equivalent to 4.2 MV/cm, changes $k_x$ to $1.61\ \mathrm{nm}^{-1}$. At 300 K the thermal energy, 0.026 eV, is 1.3\% of the 1.96 eV separation between the followed state and the $d_{xz}$-like level. It is not small beside the 0.024 eV separation that matters for spin-orbit mixing. Real tunnelling takes place at fixed energy, whereas the weights here are at fixed $k_z$, where the followed level shifts by $-0.026$ eV. Working at fixed energy changes the weights, most strongly the nearly cancelled $d_{xz}$ weight, but not the parity rule. Holding $E_1$ fixed moves $k_z$ to $6.71\ \mathrm{nm}^{-1}$, raises the $d_{xz}$ weight from $2\times10^{-8}$ to $2.6\times10^{-5}$ and lowers the $d_{x^2-y^2}$ weight by 9\%. Interface steps and disorder break conservation of the transverse wavevector and can open the forbidden channels; their effect is not estimated here. Even in a perfect junction most electrons are off the symmetry lines, so a device calculation must integrate over the full transverse zone and use the mirror rule as a check on its axes.

\section*{Calculated quantities}
\begin{verbatim}
Little-group orders, k=0/axis/diagonal/generic: 8 2 2 1
Delta1 partners on axis: s px pz dxz dx2-y2 dz2
Lattice constant: 0.29 nm
On-site s, p: 2.5, 9.0 eV
On-site d majority, minority: -2.0, 0.0 eV
Bond ss, 1st, 2nd: -1.00, -0.40 eV
Bond sp, 1st, 2nd: 1.30, 0.60 eV
Bond sd, 1st, 2nd: -0.90, -0.40 eV
Bond pp_sigma, 1st, 2nd: 1.80, 1.20 eV
Bond pp_pi, 1st, 2nd: -0.20, 0.10 eV
Bond pd_sigma, 1st, 2nd: -1.10, -0.50 eV
Bond pd_pi, 1st, 2nd: 0.30, 0.10 eV
Bond dd_sigma, 1st, 2nd: -0.60, -0.30 eV
Bond dd_pi, 1st, 2nd: 0.35, 0.05 eV
Bond dd_delta, 1st, 2nd: -0.05, 0.00 eV
Barrier height, mass: 3.0 eV, 0.4 m_e
Barrier thickness: 1.2 nm
Barrier decay constant: 5.612 nm^-1
Transverse kx (rms per axis): 1.642 nm^-1
Gaussian estimate of kx: 1.529 nm^-1
Fixed kz: 6.500 nm^-1
Delta1 energy at k_parallel=0: -0.8471 eV
Delta1 weights s,pz,dz2 at k_parallel=0: 4.26 0.60 95.15 %
dxz-like Delta5 energy: -2.8080 eV
dx2-y2 energy: -1.8812 eV
Delta1-Delta5 coupling at kx: 0.0025 eV
Weight s, axis / diagonal: 4.1023 / 4.1309 %
Weight px, axis / diagonal: 0.0284 / 0.0154 %
Weight py, axis / diagonal: 0.0000 / 0.0154 %
Weight pz, axis / diagonal: 0.6044 / 0.6091 %
Weight dxy, axis / diagonal: 0.0000 / 0.0550 %
Weight dyz, axis / diagonal: 0.0000 / 0.0006 %
Weight dxz, axis / diagonal: 0.0000 / 0.0006 %
Weight dx2-y2, axis / diagonal: 0.0266 / 0.0000 %
Weight dz2, axis / diagonal: 95.2383 / 95.1731 %
Perturbative dxz weight on axis: 0.0000 %
dx2-y2 amplitude, direct path: 0.01189
dx2-y2 amplitude, via Delta5: 0.00325
dx2-y2 amplitude, both paths: 0.01514
Weight ratios on doubling small kx, dxz/dx2-y2: 3.969 / 16.004
Minority dxz-like: E=-0.849 eV, Delta1 weight=1.0589 %
Minority dx2-y2-like: E=0.189 eV, Delta1 weight=0.0299 %
Minority dyz-like: E=-0.995 eV, Delta1 weight=0.0000 %
Minority dxy-like: E=-0.286 eV, Delta1 weight=0.0000 %
Plane waves, joint Delta1-odd on/off axis: 8.5e-14 / 0.110
10 deg off axis, dyz/dxy weight: 0.00011 / 0.00640 %
Spin-orbit strength: 0.06 eV
M along x, odd weight same/flipped spin: 0.12699 / 0.63117 %
M along y, odd weight same/flipped spin: 0.00000 / 8.99344 %
M along z, odd weight same/flipped spin: 0.04216 / 16.51851 %
Energy shift at fixed kz: -0.0256 eV
kT at 300 K: 0.0259 eV; over Delta1-Delta5 gap: 0.0132
kx with two-band barrier, gap 7.8 eV: 1.482 nm^-1
kx with 0.5 V tilt: 1.612 nm^-1
Barrier field at this bias: 4.17 MV/cm
\end{verbatim}
